# Frequency-Dependent Output Conductance of a Self-Heated Transistor

A field-effect transistor is held at fixed gate voltage. Its drain voltage is $V$, its drain current $I$, and its source is the reference for voltage. The current follows the voltage and the channel temperature $T$ without delay, so $I=I(V,T)$. The gate draws no current, and the power turned into heat is $P=IV$. This heat leaves through a linear, passive thermal network to surroundings at temperature $T_0$.

One temperature stands for the whole channel. Charging currents and series resistances are left out. A "high" frequency below is therefore fast for the flow of heat but still slow for the motion of charge.

Small changes about a steady operating point are written $v$, $i$, $\theta$ and $p$ for voltage, current, temperature and power. In a sinusoidal state they are phasors with time factor $e^{i\omega t}$; an $i$ multiplying $\omega$ is the imaginary unit, and elsewhere $i$ is the current. The thermal impedance $Z(\omega)$ is defined by $\theta=Zp$, with static value $R=Z(0)>0$. Passivity means $\mathrm{Re}\,Z\ge 0$. The two slopes of the current law are

$$g=\left(\frac{\partial I}{\partial V}\right)_T>0,\qquad g_T=\left(\frac{\partial I}{\partial T}\right)_V .$$

## (a) The output admittance

**Find $Y(\omega)=i/v$ in terms of $g$, $g_T$, $I$, $V$ and $Z$.**

**Solution.** To first order the current law gives

$$i=g\,v+g_T\,\theta .$$

The power is a product, so its first-order change has two parts:

$$p=(I+i)(V+v)-IV\simeq I\,v+V\,i .$$

The dropped term $iv$ is of second order. The first part is the extra heat from the old current at the new voltage. The second is the heat from the change of current, and it closes a feedback loop: temperature changes current, current changes power, and power changes temperature.

Inserting $\theta=Z(Iv+Vi)$ into the current law gives

$$i=g\,v+g_TZI\,v+g_TZV\,i .$$

Collecting the terms in $i$ on the left and dividing by $v$,

$$Y(\omega)=\frac{g+g_T I Z(\omega)}{1-g_T V Z(\omega)} .$$

Where $Z\to0$, the temperature cannot follow the signal and $Y\to g$. This is the isothermal conductance at the hot operating temperature, not at $T_0$.

## (b) The static conductance and a lower bound

**When is the static conductance $g_{dc}=Y(0)$ negative? How negative can the real part of $Y$ be?**

**Solution.** Two dimensionless numbers are useful:

$$a=-g_T R V,\qquad s=\frac{gV}{I}.$$

The number $a$ measures the thermal feedback, and is positive when heating lowers the current. The number $s$ is the slope of $\ln I$ against $\ln V$ at fixed temperature. Since $g=sI/V$ and $g_TIR=-aI/V$, part (a) gives

$$g_{dc}=\frac{I}{V}\,\frac{s-a}{1+a}.$$

I take $a>-1$; part (c) shows what goes wrong otherwise. The denominator is then positive, and

$$g_{dc}<0\quad\Longleftrightarrow\quad a>s\quad\Longleftrightarrow\quad -g_TRI>g .$$

The last form has a direct reading. Raising the voltage by $v$ at the old current adds power $Iv$, which would warm the channel by $RIv$ and lower the current by $-g_TRIv$. The conductance is negative if this loss exceeds the isothermal gain $gv$. The feedback through $Vi$ changes the size of the result but not its sign.

For the bound, add $I/V$ to the admittance and use a common denominator:

$$Y+\frac{I}{V}=\frac{g+g_TIZ+I/V-g_TIZ}{1-g_TVZ}=\frac{g+I/V}{1-g_TVZ}.$$

Let $g_T<0$ and call the denominator $D=1+|g_T|VZ$. Passivity gives $\mathrm{Re}\,D\ge1$. Since $\mathrm{Re}(1/D)=\mathrm{Re}\,D/|D|^2$ is positive wherever $Z$ is finite,

$$\mathrm{Re}\,Y(\omega)>-\frac{I}{V}$$

at every such frequency. The value $-I/V$ is the slope of a curve of constant power, because $d(IV)=0$ gives $dI/dV=-I/V$. In the static case the bound says that power still rises with voltage:

$$\frac{dP}{dV}=I+Vg_{dc}=I\,\frac{1+s}{1+a}>0 .$$

The current can therefore fall while the channel becomes hotter. It cannot fall so fast that the channel cools, for then the cause of the fall would be gone.

Two limits show what the sign depends on. For $a\to0$ there is no thermal feedback and $g_{dc}\to g$. For ideal current saturation, $s\to0$, one finds $g_{dc}=-(I/V)\,a/(1+a)$, which is negative for any positive $a$. How strongly the current must fall with temperature is thus set by the isothermal slope it has to overcome.

## (c) One thermal time constant

**Take $Z=R/(1+i\omega\tau)$. Find the real and imaginary parts of $Y$, any frequency at which the real part changes sign, and the response to a small voltage step.**

**Solution.** Multiply the numerator and denominator of $Y$ by $1+i\omega\tau$, and use $g_TIR=-aI/V$ and $g_TVR=-a$:

$$Y=\frac{g-aI/V+i\omega\tau g}{1+a+i\omega\tau}.$$

Now divide both by $1+a$. Since $g-aI/V=(1+a)g_{dc}$, the result is

$$Y=\frac{g_{dc}+i\omega\tau' g}{1+i\omega\tau'}=g+\frac{g_{dc}-g}{1+i\omega\tau'},\qquad \tau'=\frac{\tau}{1+a}.$$

For $a>0$ the feedback opposes a temperature change and shortens the response time at fixed voltage. With $x=\omega\tau'$, multiplication by the conjugate of the denominator gives

$$\mathrm{Re}\,Y=\frac{g_{dc}+g x^2}{1+x^2},\qquad
\mathrm{Im}\,Y=\frac{(g-g_{dc})\,x}{1+x^2}.$$

If $g_{dc}<0$, the real part is negative at low frequency and changes sign once, at

$$\omega_0=\frac{1}{\tau'}\sqrt{\frac{-g_{dc}}{g}} .$$

Below $\omega_0$ the mean signal power taken in at frequency $\omega$, $\tfrac12|v|^2\,\mathrm{Re}\,Y$, is negative. The device then delivers signal power, drawn from the steady supply. In the limit $g\to0$ with $a>0$, $\omega_0$ moves to infinity: the real part tends to zero from below and does not change sign.

The imaginary part is positive when $g_{dc}<g$, so the current leads the voltage as in a capacitor, although no charge storage is in the model. The lead arises because the current first follows the voltage and is then reduced by the delayed heating. The derivative of $x/(1+x^2)$ is $(1-x^2)/(1+x^2)^2$, so the maximum lies at $\omega=1/\tau'$ and equals $(g-g_{dc})/2$.

In time, the thermal law reads $\tau\dot\theta+\theta=R(Iv+Vi)$. Inserting $i=gv+g_T\theta$ and moving the term in $\theta$ to the left,

$$\tau\dot\theta+(1+a)\theta=R(I+gV)\,v .$$

With $v=0$ a disturbance varies as $e^{-(1+a)t/\tau}$. It grows if $a<-1$: this is thermal runaway at fixed voltage, which requires $g_T>0$. At $a=-1$ the linear restoring term vanishes. These cases are excluded.

For a step $v$ at $t=0$, with $\theta(0)=0$,

$$\theta(t)=\frac{R(I+gV)}{1+a}\,v\left(1-e^{-t/\tau'}\right).$$

Multiplying the prefactor by $g_T=-a/(RV)$ gives

$$-\frac{a}{1+a}\left(\frac{I}{V}+g\right)=\frac{I}{V}\,\frac{-a(1+s)}{1+a}=\frac{I}{V}\left(\frac{s-a}{1+a}-s\right)=g_{dc}-g .$$

The current change is therefore

$$i(t)=v\left[g_{dc}+(g-g_{dc})e^{-t/\tau'}\right].$$

A small, short pulse added to the steady voltage measures $g$, and a slow sweep measures $g_{dc}$. At short times $i/v$ falls below $g$ by $(g-g_{dc})\,t/\tau'$, so the pulse must satisfy $t\ll\tau' g/(g-g_{dc})$, which is stricter than $t\ll\tau'$ when $g$ is small; with the numbers of part (e), a reading at $0.1\,\tau'$ is already 15% low. If heat spreads by diffusion rather than with one time constant, the early error grows as $\sqrt t$ and the pulse must be shorter still. Both are correct slopes of the same device under different thermal conditions.

## (d) What the mobility must do

**In saturation, take**

$$I=\frac{\beta}{2}\left(\frac{T}{T_0}\right)^{-m}U^2(1+\lambda V),\qquad U=U_0+k(T-T_0),$$

**with $m$, $k$ and $\lambda$ positive. Which condition on the mobility exponent $m$ makes $g_{dc}$ negative?**

**Solution.** This is the square law of a long channel. Where the carriers reach velocity saturation, the current depends differently on $U$ and $T$, and the condition on $m$ found here does not carry over. The factor $T^{-m}$ is the loss of mobility on heating. The overdrive $U$, the gate voltage above threshold, grows because the threshold voltage falls by $k$ per kelvin. Differentiating $\ln I$ at fixed $V$ and at fixed $T$ gives

$$\frac{g_T}{I}=-\frac{m}{T}+\frac{2k}{U},\qquad
s=\frac{V}{I}\left(\frac{\partial I}{\partial V}\right)_T=\frac{\lambda V}{1+\lambda V}.$$

The two thermal effects oppose each other and cancel at $U=2kT/m$. At smaller overdrive the threshold shift wins, $g_T$ is positive, and $g_{dc}$ cannot be negative for $a>-1$.

The steady temperature rise is $\Delta T=RP=RIV$, so

$$a=-RIV\,\frac{g_T}{I}=\Delta T\left(\frac{m}{T}-\frac{2k}{U}\right).$$

The criterion $a>s$ becomes

$$m>T\left(\frac{s}{\Delta T}+\frac{2k}{U}\right).$$

Loss of mobility alone is thus not sufficient. It must first outweigh the threshold shift, and the remainder must then overcome the isothermal slope. A larger temperature rise does not always help: it lowers the first term of the condition, $sT/\Delta T=s(1+T_0/\Delta T)$, but it raises the second, $2kT/U$, when $U_0>kT_0$. The inequality is not an explicit formula for $m$, because $T$, $\Delta T$ and $U$ themselves depend on $m$ through the steady heat balance.

The step $\Delta T=RP$ uses a thermal resistance independent of temperature. If instead $\Delta T=F(P)$ with a curved function $F$, a small static change obeys $\theta=F'(P)\,p$. Then $R$ in $a$ is the differential resistance $F'(P)$, and $\Delta T$ in the last inequality is replaced by $PF'(P)$.

## (e) A numerical case

**Let $T_0=300$ K, $\beta=4$ mA/V², $U_0=1$ V, $k=1$ mV/K, $\lambda=0.05$ V⁻¹, $m=1.5$, $V=2$ V, $R=20000$ K/W and $\tau=1$ µs. Find the static conductance and the frequency of its sign change. What happens for other exponents?**

**Solution.** These are round model parameters, not those of a particular material. The current law and $\Delta T=RIV$ must be solved together. Their solution is $I=1.827$ mA and $T=373.1$ K, which can be checked by insertion: the power is $1.827\times2=3.65$ mW, and $20000$ K/W times this power is $73.1$ K. The hot overdrive is $U=1.073$ V, below the drain voltage, as saturation requires. Without heating the current would be $2.20$ mA.

The two parts of the temperature slope are

$$-\frac{mI}{T}=-\frac{1.5\times1.8267}{373.07}\ \text{mA/K}=-7.34\ \text{µA/K},$$

$$\frac{2kI}{U}=\frac{2\times0.001\times1.8267}{1.0731}\ \text{mA/K}=3.40\ \text{µA/K}.$$

The threshold shift cancels almost half of the mobility effect and leaves $g_T=-3.94$ µA/K. Hence

$$a=3.94\times10^{-6}\times20000\times2=0.158,\qquad s=\frac{0.1}{1.1}=0.0909 .$$

Since $a>s$, the static conductance is negative. With $I/V=0.913$ mS,

$$g_{dc}=0.913\times\frac{0.0909-0.1576}{1.1576}\ \text{mS}=-0.0526\ \text{mS},$$

while $g=0.0909\times0.913=0.0830$ mS. A modest feedback suffices because the isothermal slope is small. The result is far above the lower bound of $-0.913$ mS.

The effective time is $\tau'=1/1.158=0.864$ µs, and the sign changes at

$$f_0=\frac{1}{2\pi\times0.864\ \text{µs}}\sqrt{\frac{0.0526}{0.0830}}=147\ \text{kHz}.$$

At $37$ kHz the real part is $-0.047$ mS, and at $587$ kHz it is $+0.071$ mS. The imaginary part peaks at $184$ kHz with $(0.0830+0.0526)/2=0.068$ mS. After a voltage step, $i/v$ starts at $+0.083$ mS. It passes through zero when $e^{-t/\tau'}=-g_{dc}/(g-g_{dc})$, that is at

$$t=0.864\,\ln\frac{0.0830+0.0526}{0.0526}\ \text{µs}\approx0.82\ \text{µs}.$$

The admittance and the step response were tested against time integration of the full nonlinear equations, under a small cosine voltage and a small voltage step respectively. The ratios of current to voltage agree to within $10^{-4}$ of $g$.

For $m=1$ the mobility still falls with temperature and the channel is even hotter, with a rise of $81$ K, because less current is lost. Yet $a=0.063$ is smaller than $s$, and $g_{dc}=+0.027$ mS. The steady current curve changes the sign of its slope at $m=1.14$, where the rise is $78.5$ K. The criterion of part (d) gives the same value:

$$378.5\left(\frac{0.0909}{78.5}+\frac{0.002}{1.0785}\right)=1.14 .$$

Much larger exponents serve to probe the bound. For $m=3$, $10$ and $30$ the ratio $g_{dc}/(I/V)$ is $-0.21$, $-0.43$ and $-0.58$. It stays above $-1$, which the formula approaches for $a\to\infty$ at fixed $s$.

Heat flow through several layers has more than one time constant. For two stages with resistances $R_1,R_2$ and heat capacities $C_1,C_2$, the channel being the first node,

$$Z=\left[i\omega C_1+\left(R_1+\frac{1}{i\omega C_2+1/R_2}\right)^{-1}\right]^{-1}.$$

This is inserted into the general result of part (a). For a ladder with $R_1=0.6R$, $R_2=0.4R$, $C_1=20$ pJ/K and $C_2=300$ pJ/K, the real part is $-0.031$ mS at $50$ kHz and $+0.014$ mS at $300$ kHz. The static value is that of the single stage, since it depends on the total resistance alone, but the path back to $g$ depends on how the heat is stored. The general formula was tested for this ladder in the same way.

## (f) Can the negative conductance be held steady?

**The drain is now fed from a constant voltage $E$ through a resistor of conductance $G$. With one thermal time constant, when is the operating point stable?**

**Solution.** The supply imposes $I=G(E-V)$, hence $i=-Gv$. Combining this with $i=gv+g_T\theta$ gives

$$v=-\frac{g_T\theta}{g+G},\qquad i=\frac{Gg_T\theta}{g+G}.$$

The thermal law then reads

$$\tau\dot\theta=-\theta+R(Iv+Vi)=\theta\left[-1+\frac{Rg_T(VG-I)}{g+G}\right].$$

With $Rg_T=-a/V$, the numerator of the fraction is $-aG+aI/V$. Over the common denominator $g+G$, the bracket becomes

$$-\frac{g-aI/V+(1+a)G}{g+G}=-(1+a)\frac{g_{dc}+G}{g+G},$$

again by $g-aI/V=(1+a)g_{dc}$. A disturbance therefore varies as $e^{\sigma t}$ with

$$\sigma=-\frac{1}{\tau'}\,\frac{g_{dc}+G}{g+G}.$$

As before, take $a>-1$, so that $\tau'>0$. For a stiff voltage source, $G\to\infty$, the rate is $-1/\tau'$ and the point is stable whatever the sign of $g_{dc}$. For a constant-current source, $G=0$, it is unstable when $g_{dc}<0$. A channel hotter by $\theta$ needs a voltage higher by $v=-g_T\theta/g$ to carry the imposed current. This adds the power $Iv$, while the heat outflow grows by $\theta/R$. The added power is the larger of the two exactly when $-g_TRI>g$, that is, when $g_{dc}<0$. In between, stability requires $G>-g_{dc}$.

In the example a current source gives $\sigma=0.0526/(0.0830\times0.864)=0.73$ µs⁻¹, so a disturbance grows by a factor $e$ in about $1.4$ µs. For $m=1$ the same source gives decay, with $\sigma=-0.31$ µs⁻¹. Load conductances of one half and twice $|g_{dc}|$ give $+0.28$ and $-0.32$ µs⁻¹. The largest stabilising resistance is $1/0.0526$ mS $=19$ kΩ.

That resistance would drop $1.83\ \text{mA}\times19\ \text{kΩ}\approx35$ V, far more than the $2$ V across the transistor. The drop is this large because $|g_{dc}|$ is small in the example. The bound of part (b) gives a minimum drop that holds for every $a>-1$. Since $-g_{dc}<I/V$, every load with $G\ge I/V$ is stable. As $G=I/(E-V)$, this holds whenever $E\le2V$. A resistive load can thus destabilise a device with $a>-1$ only if it drops more voltage than the device itself. For $a<-1$, which the model of part (d) can reach at low overdrive and large temperature rise, $\tau'$ is negative and the condition reverses: the point is stable only for $G<-g_{dc}$, so a stiff source gives runaway and a large enough series resistance prevents it.

The linear theory gives the onset of growth, not the state finally reached. It also assumes a purely resistive load; capacitance or inductance in the circuit adds further equations of motion and needs its own stability analysis. The remaining values are in the numerical output below.

## Table of computed values

```
ambient temperature T0 = 300 K
gain factor beta = 4.0 mA/V^2
overdrive at T0, U0 = 1.00 V
threshold coefficient k = 1.0 mV/K
isothermal slope parameter lambda = 0.05 1/V
mobility exponent m = 1.50
drain voltage V = 2.0 V
thermal resistance R = 20000 K/W
thermal time tau = 1.00 us
heat capacity C = 50.0 pJ/K
current without heating = 2.2000 mA
current with heating I = 1.8267 mA
power P = 3.6535 mW
temperature rise = 73.069 K
channel temperature T = 373.069 K
hot overdrive U = 1.0731 V
mobility part of gT = -7.3448 uA/K
threshold part of gT = 3.4047 uA/K
total gT = -3.9401 uA/K
overdrive where gT vanishes at this T = 0.4974 V
thermal feedback a = 0.15760 (no unit)
isothermal log slope s = 0.09091 (no unit)
isothermal conductance g = 0.08303 mS
static conductance, formula = -0.05262 mS
static conductance, steady curve = -0.05262 mS
constant-power bound -I/V = -0.91337 mS
effective thermal time = 0.8639 us
sign-change frequency = 146.67 kHz
susceptance-peak frequency = 184.24 kHz
one pole, 36.67 kHz: Re Y, Im Y = -0.04745, 0.02597 mS
one pole, 146.67 kHz: Re Y, Im Y = -0.00000, 0.06610 mS
one pole, 184.24 kHz: Re Y, Im Y = 0.01521, 0.06783 mS
one pole, 586.68 kHz: Re Y, Im Y = 0.07086, 0.03878 mS
one pole, 2933.38 kHz: Re Y, Im Y = 0.08250, 0.00849 mS
two-stage ladder, 50 kHz: Re Y, Im Y = -0.03059, 0.03362 mS
two-stage ladder, 300 kHz: Re Y, Im Y = 0.01428, 0.03823 mS
two-stage ladder, 1000 kHz: Re Y, Im Y = 0.05447, 0.04067 mS
step response i/v after 0 effective times = 0.08303 mS
step response i/v after 1 effective times = -0.00272 mS
step response i/v after 10 effective times = -0.05261 mS
critical mobility exponent = 1.1401
temperature rise at critical exponent = 78.527 K
m = 1: temperature rise = 80.973 K
m = 1: gT = -1.5682 uA/K
m = 1: a, s = 0.06273, 0.09091 (no unit)
m = 1: static conductance = 0.02684 mS
static slope / (I/V) for m = 3, 10, 30: -0.2073, -0.4342, -0.5787
largest stabilising load resistance = 19.003 kOhm
load 0.00000 mS: growth rate = 0.7336 1/us
load 0.02631 mS: growth rate = 0.2785 1/us
load 0.10524 mS: growth rate = -0.3235 1/us
m = 1, current source: growth rate = -0.3100 1/us
```
